# Charge compensation of an ideal polar fluorite (001) slab: test program

```python
"""
Result under test: a fluorite (001) slab of N cation planes (+sigma) and N
anion planes (-sigma), equally spaced by d, has the potential step
N*sigma*d/eps0. Transfer of sigma/2 between the end planes makes the step
sigma*d/(2*eps0) for every N; relocating half of the outer anions to the next
site beyond the cation face makes it zero.
Symbols: a lattice parameter, d = a/4, sigma plane charge density, N number of
bilayers, delta transferred density, s distance of the transferred negative
charge outside the cation plane. Step = phi(left vacuum) - phi(right vacuum).
Cation face on the left. SI units; rigid ions, no screening.
"""
import numpy as np
from scipy.constants import e, epsilon_0 as eps0, pi
from scipy.optimize import brentq

a = 5.0e-10
q_cation, q_anion = 4, -2


def fluorite_slab(n_bilayers):
    """Ions of one a x a column: x, y, z in units of a, charge in e."""
    fcc = [(0, 0, 0), (0.5, 0.5, 0), (0.5, 0, 0.5), (0, 0.5, 0.5)]
    tetrahedral = [(x, y, z) for x in (0.25, 0.75)
                   for y in (0.25, 0.75) for z in (0.25, 0.75)]
    ions = []
    for cell in range(n_bilayers // 2 + 1):
        for sites, charge in ((fcc, q_cation), (tetrahedral, q_anion)):
            for x, y, z in sites:
                if z + cell < n_bilayers / 2 - 1e-9:
                    ions.append((x, y, z + cell, float(charge)))
    return np.array(ions)


def planes_from_ions(ions):
    """Plane positions (m) and charge densities (C/m^2)."""
    heights = np.unique(ions[:, 2])
    charges = [ions[ions[:, 2] == h, 3].sum() for h in heights]
    return heights * a, np.array(charges) * e / a**2


def sheet_potential(z, positions, densities):
    """Superposition of the potentials of infinite charged sheets."""
    distance = np.abs(np.asarray(z)[:, None] - positions[None, :])
    return -(distance @ densities) / (2 * eps0)


def step_and_band(positions, densities):
    """Vacuum step and the full range of the piecewise linear potential."""
    ends = np.array([positions.min() - a, positions.max() + a])
    left, right = sheet_potential(ends, positions, densities)
    inside = sheet_potential(positions, positions, densities)
    return left - right, np.ptp(inside)


def transferred(n_bilayers, fraction, s=0.0):
    """Take negative charge from the anion face, put it at z = -s."""
    positions, densities = planes_from_ions(fluorite_slab(n_bilayers))
    delta = fraction * densities[0]
    densities[-1] += delta
    return np.append(positions, -s), np.append(densities, -delta)


# Plane charges and spacing counted from the atomic structure
positions, densities = planes_from_ions(fluorite_slab(6))
sigma = densities[0]
d = positions[1] - positions[0]
assert len(positions) == 12
assert np.allclose(np.diff(positions), a / 4, rtol=1e-12, atol=0)
assert np.allclose(densities, 8 * e / a**2 * (-1.0)**np.arange(12), rtol=1e-12)
bilayer_step = sigma * d / eps0

# Steps and bands for many thicknesses and transfers
for n in (1, 2, 3, 5, 8, 16, 50):
    for fraction in (0.0, 0.3, 0.45, 0.5, 0.7, 1.0):
        found, band = step_and_band(*transferred(n, fraction))
        derived = (n * (1 - 2 * fraction) + fraction) * bilayer_step
        assert abs(found - derived) < 1e-8 * bilayer_step
        if fraction == 0.5:
            assert abs(band - bilayer_step / 2) < 1e-8 * bilayer_step
    for ratio in (0.4, 1.0, 1.5):
        found, band = step_and_band(*transferred(n, 0.5, ratio * d))
        assert abs(found - (1 - ratio) * bilayer_step / 2) < 1e-8 * bilayer_step
        if ratio == 1.0:
            assert abs(band - bilayer_step / 2) < 1e-8 * bilayer_step

# Gap fields by finite differences of the superposed potential
middles = (positions[1:] + positions[:-1]) / 2
h = d / 10


def gap_fields(fraction):
    p, q = transferred(6, fraction)
    return -(sheet_potential(middles + h, p, q)
             - sheet_potential(middles - h, p, q)) / (2 * h)


within = np.arange(11) % 2 == 0
unit_field = sigma / eps0
assert np.allclose(gap_fields(0.0) / unit_field, np.where(within, 1, 0), atol=1e-8)
assert np.allclose(gap_fields(0.5) / unit_field,
                   np.where(within, 0.5, -0.5), atol=1e-8)

# Transfer that makes the step vanish, found numerically
zero_fraction = {}
for n in (2, 4, 16, 50):
    zero_fraction[n] = brentq(
        lambda f: step_and_band(*transferred(n, f))[0], 0.1, 1.5)
    assert abs(zero_fraction[n] - n / (2 * n - 1)) < 1e-8


# Unequal spacings: the required fraction is no longer one half
def unequal_step(n, d1, d2, fraction):
    cations = np.arange(n) * (d1 + d2)
    z = np.concatenate([cations, cations + d1])
    q = np.concatenate([np.full(n, sigma), np.full(n, -sigma)])
    q[0] -= fraction * sigma
    q[-1] += fraction * sigma
    return step_and_band(z, q)[0]


d1, d2 = 0.30 * a, 0.20 * a
# The step is linear in fraction; solve for zero growth between two thicknesses
needed = brentq(lambda f: unequal_step(20, d1, d2, f)
                - unequal_step(10, d1, d2, f), 0.0, 1.0)
assert abs(needed - d1 / (d1 + d2)) < 1e-8
unequal_residual = unequal_step(7, d1, d2, needed)
assert abs(unequal_residual - sigma * d1 * d2 / (d1 + d2) / eps0) < 1e-6 * bilayer_step
unequal_half = {n: unequal_step(n, d1, d2, 0.5) for n in (4, 16)}
assert unequal_half[16] > 2 * unequal_half[4]

# Point ions in a large finite square patch, direct Coulomb sum
half_width = 400
cells = np.arange(-half_width, half_width, dtype=float)


def point_ion_step(ions):
    heights = (ions[:, 2].min() - 2.0, ions[:, 2].max() + 2.0)
    potentials = []
    for height in heights:
        total = 0.0
        for x, y, z, charge in ions:
            r2 = (cells[:, None] + x)**2 + (cells[None, :] + y)**2
            total += charge * np.sum(1 / np.sqrt(r2 + (height - z)**2))
        potentials.append(total * e / (4 * pi * eps0 * a))
    return potentials[0] - potentials[1]


n_point = 3
bare = fluorite_slab(n_point)
in_plane = bare.copy()
top, bottom = bare[:, 2].max(), bare[:, 2].min()
in_plane[(bare[:, 2] == top) | (bare[:, 2] == bottom), 3] *= 0.5
relocated = bare.copy()
moved = (bare[:, 2] == top) & (bare[:, 0] != bare[:, 1])
assert moved.sum() == 2
relocated[moved, 2] = -0.25
point_steps = [point_ion_step(ions) for ions in (bare, in_plane, relocated)]
plane_steps = [n_point * bilayer_step, bilayer_step / 2, 0.0]
# The finite patch loses about 0.6 percent of the step of an infinite slab
for found, expected in zip(point_steps, plane_steps):
    assert abs(found - expected) < 0.01 * expected + 0.1

print(f"lattice parameter a = {a*1e10:.2f} angstrom")
print(f"plane spacing d = {d*1e10:.3f} angstrom")
print(f"plane charge per a x a area = {sigma*a**2/e:.1f} e")
print(f"plane charge density sigma = {sigma:.4f} C/m^2")
print(f"transferred density sigma/2 = {sigma/2:.4f} C/m^2")
print(f"O ions relocated per a x a area = {moved.sum()}")
print(f"field in bilayer, no transfer = {unit_field:.4e} V/m")
print(f"field amplitude, half transfer = {abs(gap_fields(0.5)[0]):.4e} V/m")
print(f"step per bilayer sigma*d/eps0 = {bilayer_step:.3f} V")
print("steps in V: none, fraction 0.45, half in-plane, half relocated")
for n in (1, 2, 4, 8, 16):
    row = [step_and_band(*transferred(n, f, s))[0]
           for f, s in ((0, 0), (0.45, 0), (0.5, 0), (0.5, d))]
    row = [0.0 if abs(v) < 1e-6 else v for v in row]
    print(f"N = {n:2d}: " + ", ".join(f"{v:.3f}" for v in row))
band16 = step_and_band(*transferred(16, 0.5))[1]
print(f"potential band, half in-plane, N = 16: {band16:.3f} V")
for n, fraction in zero_fraction.items():
    print(f"zero-step transfer fraction, N = {n}: {fraction:.5f}")
print(f"unequal spacings d1, d2 = {d1*1e10:.2f}, {d2*1e10:.2f} angstrom")
print(f"required fraction, unequal spacings = {needed:.4f}")
print(f"residual step, unequal spacings = {unequal_residual:.3f} V")
for n, value in unequal_half.items():
    print(f"unequal spacings, half transfer, N = {n}: {value:.3f} V")
print(f"point-ion patch: {2*half_width} x {2*half_width} cells, N = {n_point}")
for name, found, expected in zip(("no transfer", "half in-plane", "relocated"),
                                 point_steps, plane_steps):
    shown = 0.0 if abs(found) < 5e-4 else found
    print(f"{name}: point ions {shown:.3f} V, planes {expected:.3f} V")
print("all tests passed")
```

Printed output:

```
lattice parameter a = 5.00 angstrom
plane spacing d = 1.250 angstrom
plane charge per a x a area = 8.0 e
plane charge density sigma = 5.1270 C/m^2
transferred density sigma/2 = 2.5635 C/m^2
O ions relocated per a x a area = 2
field in bilayer, no transfer = 5.7904e+11 V/m
field amplitude, half transfer = 2.8952e+11 V/m
step per bilayer sigma*d/eps0 = 72.381 V
steps in V: none, fraction 0.45, half in-plane, half relocated
N =  1: 72.381, 39.809, 36.190, 0.000
N =  2: 144.761, 47.047, 36.190, 0.000
N =  4: 289.522, 61.523, 36.190, 0.000
N =  8: 579.044, 90.476, 36.190, 0.000
N = 16: 1158.088, 148.380, 36.190, 0.000
potential band, half in-plane, N = 16: 36.190 V
zero-step transfer fraction, N = 2: 0.66667
zero-step transfer fraction, N = 4: 0.57143
zero-step transfer fraction, N = 16: 0.51613
zero-step transfer fraction, N = 50: 0.50505
unequal spacings d1, d2 = 1.50, 1.00 angstrom
required fraction, unequal spacings = 0.6000
residual step, unequal spacings = 34.743 V
unequal spacings, half transfer, N = 4: 86.857 V
unequal spacings, half transfer, N = 16: 260.570 V
point-ion patch: 800 x 800 cells, N = 3
no transfer: point ions 215.859 V, planes 217.142 V
half in-plane: point ions 35.976 V, planes 36.190 V
relocated: point ions 0.000 V, planes 0.000 V
all tests passed
```
